# From a fractional fcc band Hessian to the Cartesian inverse-mass tensor

How thin a germanium-like channel may be made depends on how far confinement lifts its lowest electron level. For a 7 nm infinite well with its normal along [001], one set of computed band energies gives 66 meV if its curvatures are converted correctly, and 257 meV if the eigenvalues of the fractional Hessian are read as inverse masses. If the largest tolerable lift lies between these two values, the conversion decides whether the thickness is accepted. It must get the geometry of the coordinates right. The small curvature along the long axis of the valley needs separate care, because numerical differentiation easily destroys it. That curvature hardly affects this [001] well, but it sets the valley's level when the well normal lies along the long axis.

## What the coordinates do to a curvature

Let the columns of $A$ be the primitive direct vectors and those of $B$ the primitive reciprocal vectors, with $2\pi$ included:

$$A^TB=2\pi I,\qquad k=B\kappa .$$

Here $k$ is the Cartesian wavevector and $\kappa$ holds the dimensionless fractional coordinates. The band $E$ is assumed non-degenerate and twice differentiable at the point of interest. Define $C=\hbar^2/m_0=0.0762$ eV nm² and the dimensionless inverse-mass tensor

$$W_{ab}=\frac1C\frac{\partial^2E}{\partial k_a\partial k_b}.$$

Its eigenvalues are $m_0/m$; from here on masses are in units of $m_0$, so they are $1/m$. The chain rule gives

$$\frac{\partial E}{\partial\kappa_i}=\sum_a B_{ai}\frac{\partial E}{\partial k_a},\qquad
H_{ij}=\frac{\partial^2E}{\partial\kappa_i\partial\kappa_j}=\sum_{ab}B_{ai}B_{bj}\frac{\partial^2E}{\partial k_a\partial k_b}.$$

The second derivative has no gradient term because $B$ is constant. Hence $H=C\,B^TWB$. From $A^TB=2\pi I$ follow $B^{-1}=A^T/2\pi$ and $(B^T)^{-1}=A/2\pi$, so

$$\boxed{W=\frac{A\,H\,A^T}{4\pi^2C}}$$

This is a congruence: the matrix on the right is the transpose of the one on the left, not its inverse. It holds at any regular point of the band, but $W$ describes a valley ellipsoid only at a minimum with positive curvatures. Leaving $2\pi$ out of $B$ while $k$ is a true wavevector would change $W$ by a factor $4\pi^2$.

A congruence does not preserve eigenvalues. If $We=e/m$ and $e=Bv$, multiplying by $CB^T$ gives

$$Hv=\frac1m\,C\,B^TB\,v .$$

The masses therefore solve a generalized eigenproblem with the metric $B^TB$. Signs do survive: $x^THx=C(Bx)^TW(Bx)$, and the invertible $B$ carries subspaces of positive or negative curvature into subspaces of the same dimension. A minimum cannot turn into a saddle.

## How the naive masses fail

For the usual fcc cell, with $g=2\pi/a$ and $J$ the matrix of ones,

$$A=\frac a2(J-I),\qquad B=g(J-2I).$$

Since $J^2=3J$, we have $B^TB=g^2(3J-4J+4I)=g^2(4I-J)$. Consider an L valley with its long axis along $n=(1,1,1)/\sqrt3$, for which $nn^T=J/3$:

$$W=\frac{I}{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)nn^T .$$

Because $B^Tn=gn$, its fractional Hessian is

$$H=Cg^2\left[\frac{4I-3nn^T}{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)nn^T\right].$$

Along $n$ the bracket equals $1/m_t+1/m_l-1/m_t=1/m_l$. Perpendicular to $n$ it equals $4/m_t$. Dividing the eigenvalues of $H$ by $Cg^2$ thus returns the right longitudinal mass and a transverse mass four times too small. Even a spherical valley would appear to have a mass ratio of 4.

A valley along [100] fails differently. With $b=(-1,1,1)$, the bracket becomes $(4I-J)/m_t+(1/m_l-1/m_t)bb^T$. The vector $(0,1,-1)$ is orthogonal to $b$ and to $(1,1,1)$, so it has eigenvalue $4/m_t$. The trace is $9/m_t+3(1/m_l-1/m_t)=6/m_t+3/m_l$. Since $\det B=4g^3$, the determinant is $16/(m_lm_t^2)$. The other two eigenvalues therefore have sum $2/m_t+3/m_l$ and product $4/(m_lm_t)$:

$$\mu^2-\left(\frac2{m_t}+\frac3{m_l}\right)\mu+\frac4{m_lm_t}=0 .$$

For $m_l\gg m_t$ the roots approach $2/m_t$ and $2/m_l$. The naive masses are then $m_t/4$, $m_t/2$ and $m_l/2$: a valley with two equal masses seems to have three different ones.

## The conversion in numbers

Take $a=0.566$ nm, $m_l=1.6$ and $m_t=0.08$. Then $g=11.101$ nm⁻¹ and $Cg^2=9.3903$ eV. Here $1/m_t=12.5$ and $(1/m_l-1/m_t)/3=-3.9583$, so the diagonal and off-diagonal entries of $H$ are

$$c=9.3903\,(37.5-3.9583)=314.97\ \text{eV},$$
$$d=9.3903\,(-12.5-3.9583)=-154.55\ \text{eV}.$$

To go back, write $H=(c-d)I+dJ$ and use $(J-I)^2=J+I$. All these matrices commute, and

$$(J+I)[(c-d)I+dJ]=(c-d)I+(c+3d)J .$$

The prefactor is $(a^2/4)/(4\pi^2C)=1/(4Cg^2)$. Therefore

$$W_{ii}=\frac{c+d}{2Cg^2}=\frac{160.42}{18.781}=8.542,\qquad
W_{i\ne j}=\frac{c+3d}{4Cg^2}=\frac{-148.68}{37.561}=-3.958 .$$

Along the axis, $8.542-2(3.958)=0.625$, so $m_l=1.6\,m_0=1.46\times10^{-30}$ kg. Across it, $8.542+3.958=12.5$, so $m_t=0.08\,m_0=7.29\times10^{-32}$ kg. The naive transverse mass would be $0.02\,m_0$.

The determinant gives a further use of $H$ without finding axes. From $\det H=C^3(\det B)^2\det W$ one gets the density-of-states mass per valley, $(\det W)^{-1/3}=0.217\,m_0$. The fraction of the Brillouin zone within energy $\Delta$ of a parabolic minimum is the volume of $\tfrac12\xi^TH\xi<\Delta$, with $\xi=\kappa-\kappa_0$:

$$f=\frac{4\pi}{3}\frac{(2\Delta)^{3/2}}{\sqrt{\det H}} .$$

For $\Delta=0.05$ eV this is $1.165\times10^{-4}$; counting points of a fine mesh gives $1.166\times10^{-4}$.

## A check that can expose a transpose

The [111] example is a poor check of the code. The usual $A$ is symmetric, so $A^THA$ and $AHA^T$ coincide for every ellipsoid. A misplaced transpose becomes visible in another primitive basis of the same lattice:

$$B'=BU,\qquad U=\begin{pmatrix}1&1&0\\0&1&1\\0&0&1\end{pmatrix},\qquad \det U=1.$$

Then $H'=U^THU$ and $A'=A(U^T)^{-1}$. In $A'H'A'^T$ the factors of $U$ cancel, so the correct conversion gives the same $W$.

The test ellipsoid has masses 0.1, 0.4 and 1.5. Its principal axes $e_p$ are the Cartesian axes turned about the fixed $z$, $y$ and $x$ axes, in that order, by 37°, 21° and −52°. Its energy is evaluated as $\frac C2\sum_p(e_p\cdot k)^2/m_p$, differenced in the skewed fractional coordinates and converted. All elements of the known tensor are recovered within the program's tolerance, which is $10^{-7}$ plus $10^{-5}$ of the element's magnitude. They are also recovered when the third mass is replaced by −1.5, which makes a saddle. With the transpose misplaced, the usual basis still passes, whereas in the skewed basis one element of the ellipsoid's $W$ is wrong by 21.7, more than twice the largest true inverse mass, 10.

A band that is not quadratic gives a separate check. Use plane waves on a diamond lattice, with Hamiltonian $\frac C2|k+G|^2$ plus a local potential. For squared reciprocal vectors 3, 8 and 11 in units of $g^2$, the model form factors are −3.0, 0.2 and 0.8 eV; each is multiplied by the structure factor $\cos[a(G_x+G_y+G_z)/8]$. The set of 70 waves is held fixed as $k$ varies. Moving from $k_0$ to $k_0+q$ adds $Cq\cdot(k_0+G)+Cq^2/2$. With $P_n=\langle n|k_0+G|5\rangle$, second-order perturbation theory for the fifth band gives the quadratic energy

$$\frac C2q^2+C^2\sum_{n\ne5}\frac{(q\cdot P_n)^2}{E_5-E_n}=\frac C2q^TWq,$$

$$W=I+2C\sum_{n\ne5}\frac{P_nP_n^T}{E_5-E_n}.$$

At L, this sum and the converted differences both give $1/m_l=0.7029$ and $1/m_t=11.0289$. The agreement tests the conversion for this fixed set of waves; with 434 waves the model's values move to about 0.700 and 11.02. At $\kappa=(0.45,0.40,0.48)$ the gradient is 0.64 eV nm, so the absence of a gradient term is tested as well. Over both points the largest disagreement in $W$ is $8\times10^{-5}$.

## Why correct geometry is not enough

The longitudinal eigenvalue of $H$ is

$$\Lambda=c+2d=314.97-309.10=5.87\ \text{eV}.$$

It is the small remainder of two large numbers. Unless the errors of the entries largely cancel in this sum, finite differences must give the entries far more accurately than the accuracy wanted in $m_l$.

Let $E_{pq}$ be the energy displaced by $ph$ and $qh$ along two fractional axes. The 19-point stencil uses

$$H_{ii}\approx\frac{E_{+0}+E_{-0}-2E_{00}}{h^2},\qquad
H_{ij}\approx\frac{E_{++}+E_{--}-E_{+-}-E_{-+}}{4h^2}.$$

Suppose the valley obeys $E(1+\alpha E)=\gamma$, where $\gamma=\frac12\xi^TH\xi$ and energy is measured from the minimum. For small energies $E=\gamma-\alpha\gamma^2$ to leading order. On an axis $\gamma=ch^2/2$, so the diagonal error is

$$-\frac{2\alpha}{h^2}\left(\frac{ch^2}{2}\right)^2=-\frac{\alpha c^2h^2}{2}.$$

At the points with equal signs $\gamma=(c+d)h^2$; with opposite signs $\gamma=(c-d)h^2$. The off-diagonal error is

$$-\frac{\alpha}{4h^2}\,2h^4\left[(c+d)^2-(c-d)^2\right]=-2\alpha cd\,h^2 .$$

Adding one diagonal and two off-diagonal errors gives

$$\delta\Lambda=Kh^2,\qquad K=-\alpha c\left(\frac c2+4d\right).$$

For $\alpha=0.3$ eV⁻¹, $K=4.35\times10^4$ eV. At $h=0.01$, to leading order, the diagonal entry is low by 1.5 eV, or 0.5% of itself, and each off-diagonal entry is high by 2.9 eV. Together they raise $\Lambda$ by about 4.4 eV, which is 74% of its true value. The actual differences, which include the higher orders, raise it by 71% and give a longitudinal mass of $0.93\,m_0$ instead of 1.6. At $h=0.004$ it is 1.43, and at $h=0.001$ it is 1.59.

Shrinking the step helps until errors in the energies take over. Let each energy have an independent error of at most $\varepsilon$; a shift common to all points cancels. The longitudinal estimate is $n^THn=\frac13(\sum_iH_{ii}+2\sum_{i<j}H_{ij})$. In units of $1/h^2$, the absolute weights of the energies add to 12 for the three diagonal entries and to 6 for the doubled off-diagonal ones. The error is therefore at most $(12+6)\varepsilon/3h^2=6\varepsilon/h^2$.

Minimizing $Kh^2+6\varepsilon/h^2$ requires $2Kh=12\varepsilon/h^3$, hence

$$h_{\rm best}=\left(\frac{6\varepsilon}{K}\right)^{1/4},\qquad
|\delta\Lambda|_{\max}=2\sqrt{6\varepsilon K}.$$

With $\varepsilon=1$ µeV, the best step is 0.0034 and the leading-order worst case is 1.02 eV, or 17% of $\Lambda$. In 300 runs with random errors of ±1 µeV, the largest error in $1/m_l$ was 15%. At this energy error, tuning the step does not cure the cancellation. More accurate energies help, but the bound falls only as $\sqrt\varepsilon$.

## Differencing in the valley's own shape

The fault lies in the directions of the steps: every fractional axis mixes the flat direction of the valley with its steep ones. Steps along the principal axes would avoid the cancellation, but in general those axes are not known beforehand. The first Hessian, though inaccurate, can supply better coordinates. If it is positive definite, factor it as $LL^T$, with $L$ lower triangular, and set

$$\xi=(L^T)^{-1}y .$$

Then $\xi^TH\xi=y^TH_yy$ with $H_y=L^{-1}H(L^T)^{-1}$. Difference the band again along the components of $y$, and return with $H=LH_yL^T$. This is the same kind of congruence as before. Repeat the pass once, so that the final coordinates rest on an accurate Hessian.

When $L$ is accurate, $H_y\approx I$ and $\gamma\approx|y|^2/2$. A step $s=\sqrt{2E_s}$ puts every axis point at energy $E_s$. Setting $c=1$ and $d=0$ in the truncation formulas leaves a diagonal error $-\alpha s^2/2=-\alpha E_s$ and no off-diagonal error, to leading order.

For energy noise, let $u$ be a unit vector. The diagonal part of $u^TH_yu$ has total weight $4\sum_iu_i^2=4$. The off-diagonal part has weight $2\sum_{i<j}|u_iu_j|=(\sum_i|u_i|)^2-1\le2$. The noise error is thus at most $6\varepsilon/s^2=3\varepsilon/E_s$ in every direction, and the total is bounded to leading order by

$$\delta=\alpha E_s+\frac{3\varepsilon}{E_s}.$$

Setting the derivative to zero gives $E_s=\sqrt{3\varepsilon/\alpha}$ and $\delta=2\sqrt{3\alpha\varepsilon}$.

This bound controls small and large inverse masses alike. It says that the estimated quadratic form lies between $(1-\delta)$ and $(1+\delta)$ times the true one for every $y$, hence for every Cartesian $q$:

$$(1-\delta)\,q^TWq\le q^TW_{\rm est}q\le(1+\delta)\,q^TWq .$$

The $j$th eigenvalue is the minimum, over $j$-dimensional subspaces, of the largest value of the form on unit vectors. Minima and maxima preserve these inequalities, so each principal inverse mass has relative error at most $\delta$. An entrywise bound on the original $H$ gives no such protection to its smallest eigenvalue.

In the example $E_s=3.2$ meV and $\delta=0.19\%$. The largest error of any inverse mass in the 300 noisy runs was 0.17%. Without noise the masses come out as 1.6015 and 0.08008, both about 0.1% heavy, as $\alpha E_s=0.3\times0.00316$ predicts.

The value of $\delta$ rests on the assumed form $E(1+\alpha E)=\gamma$. In a real band the non-parabolicity can depend on direction, so $\delta$ is then an estimate rather than a guarantee. On the 70-wave band at L, the same $E_s$ without noise leaves errors of about $+0.01\%$ in $1/m_l$ and up to $-0.19\%$ in $1/m_t$, instead of a uniform $-0.1\%$. The scheme also needs a located minimum and a positive-definite first Hessian. If the first pass gives a negative eigenvalue at a true minimum, the factorization fails; one remedy is to repeat that pass with a better step or more accurate energies. At a band degeneracy, a single mass tensor need not exist.

## What the tensor says about a channel

The lattice constant, the masses and $\alpha$ are model inputs, chosen to resemble germanium and its L valleys. None of the results is a measurement. With a [001] well normal and an in-plane wavevector equal to that of the valley minimum, the kinetic operator for the envelope is $-\frac C2W_{zz}\,d^2/dz^2$. A half sine wave across an infinite well of width $w$ gives

$$E_1=\frac{C\pi^2W_{zz}}{2w^2}=\frac{0.0762\times9.870\times8.542}{2\times49}=0.0656\ \text{eV}.$$

The naive tensor has $W_{zz}=c/(Cg^2)=33.54$, which multiplies this by 3.93 and gives the 257 meV quoted at the start.

Real channels break the assumption of a constant mass. Differentiating $E(1+\alpha E)=\gamma$ along a principal axis gives $dE/dk=(Ck/m)/(1+2\alpha E)$, so the mass relating wavevector to velocity is $m(1+2\alpha E)$. At the confinement energy it is 3.9% heavier. For a bulk gas of $10^{19}$ cm⁻³ in four parabolic valleys at 300 K, the Fermi energy is 8 meV above the edge and the mean energy 45 meV, which makes this mass 2.7% heavier at that energy. The conductivity mass of the gas averages the band curvature instead; to first order it rises by $\frac{10}{3}\alpha\langle E\rangle$, or about 4.5%. These are separate estimates: a 7 nm well does not hold a bulk gas. Finite barriers, strain and the gate field also alter the levels and are not sized here.

Two other omissions are smaller in this example. With $H$ fixed, $W\propto a^2$; a rough expansion of $6\times10^{-6}$ K⁻¹ over 300 K lowers the converted masses by 0.36%. This measures the cost of an inconsistent lattice constant, not the full temperature dependence of the band. A $\Gamma$ valley of mass 0.04 lying 0.14 eV higher, both rough values, holds about $10^{-4}$ as many electrons as the L valleys in the bulk gas. The six $\Delta$ valleys of real germanium, roughly 0.19 eV above L, would hold more in the same bulk gas, roughly 2 to 5 for every thousand in the L valleys: about 2.4 with longitudinal and transverse masses 0.9 and 0.19, and about 4.5 with 1.35 and 0.29. Their share would be larger in the 7 nm well, where confinement lifts the L level more than the level of the two $\Delta$ valleys whose heavy mass lies along the normal.

For interband tunnelling, take a triangular barrier with gap $E_g=0.7$ eV, mass 0.08 and force $F=0.03$ eV/nm, which is a field of 0.3 MV/cm. The decay exponent is

$$2\int_0^{E_g/F}\sqrt{\frac{2m}{C}(E_g-Fz)}\,dz=\frac{4}{3F}\sqrt{\frac{2m}{C}}\,E_g^{3/2}=37.7 ,$$

which would make the barrier factor about $4\times10^{-17}$. This one-band estimate leaves out the valence band, so it does not describe interband tunnelling. A symmetric two-band dispersion with the same gap and edge mass replaces the factor $4/3$ by $\pi/4$. The exponent drops to 22 and the barrier factor rises to about $2\times10^{-10}$. The change shows how sensitive the result is to the barrier model, but 22 is not an estimate for germanium's L valleys. The two-band form joins band edges at the same wavevector, whereas the valence edge lies at $\Gamma$ and the conduction edge at L. Tunnelling between them also needs a phonon or another scatterer, and its exponent depends on the hole mass. The direct path through $\Gamma$ may be easier. The chosen field also exceeds the usual breakdown field of bulk germanium, about 0.1 MV/cm, so neither number gives a current or a safe operating limit.

## Calculated quantities

```
lattice constant a = 0.566 nm; 2pi/a = 11.1010 1/nm
input masses: ml = 1.6 m0, mt = 0.08 m0; alpha = 0.3 1/eV
C = hbar^2/m0 = 0.076200 eV nm^2; C(2pi/a)^2 = 9.3903 eV
fractional Hessian: diagonal 314.967 eV, off-diagonal -154.549 eV
eigenvalues of fractional Hessian (eV): [  5.869 469.515 469.515]
Cartesian W: diagonal 8.54167, off-diagonal -3.95833 (1/m0)
principal masses from W (m0): [1.6  0.08 0.08]
same masses (1e-31 kg): ml 14.575, mt 0.7288
naive masses from fractional eigenvalues (m0): [1.6  0.02 0.02]
density-of-states mass per valley = 0.2172 m0
zone fraction below 0.05 eV: count 1.1655e-04, determinant 1.1646e-04
rotated test, angles z,y,x = 37, 21, -52 degrees
rotated test masses recovered in skewed basis (m0): [0.1 0.4 1.5]
largest W error from misplaced transpose there = 21.749 1/m0
truncation coefficient of longitudinal eigenvalue = 43533 eV
one pass, step 0.01, no noise: ml = 0.9331 m0
one pass, step 0.004, no noise: ml = 1.4312 m0
one pass, step 0.001, no noise: ml = 1.5882 m0
energy error = 1.0 microeV; best one-pass step = 0.00343
one-pass worst-case error of 1/ml = 17.42 %
whitened stencil energy = 3.162 meV
whitened worst-case error of any 1/m = 0.190 %
largest error in 300 noisy runs: one pass 14.96 %, whitened 0.167 %
whitened masses without noise (m0): [1.60152 0.08008 0.08008]
plane-wave model: 70 waves; form factors (eV) {3: -3.0, 8: 0.2, 11: 0.8}
plane-wave 1/ml at L (1/m0): differences 0.7029, sum 0.7029
plane-wave 1/mt at L (1/m0): differences 11.0289, sum 11.0289
gradient at second point (0.45, 0.40, 0.48) = 0.6385 eV nm
largest W difference at the two points = 8.0e-05 1/m0
300 K: kT = 25.85 meV; density = 1e+19 1/cm^3 in 4 valleys
Fermi energy above L edge = 8.47 meV; mean energy = 45.41 meV
mass increase 2 alpha E at mean energy = 2.72 %
well width 7.0 nm: confinement energy = 65.55 meV
mass increase 2 alpha E at confinement energy = 3.93 %
expansion 6e-06 1/K over 300 K at fixed H: mass change -0.359 %
Gamma valley: mass 0.04 m0, edge 0.14 eV above L
Gamma-to-L electron ratio = 1.24e-04
tunnelling: gap 0.7 eV, field 0.3 MV/cm, mass 0.08 m0
tunnelling exponent = 37.72; factor exp(-exponent) = 4.2e-17
```
